# Drift of ions limited by resonant charge exchange: test program

```python
"""
Result under test: ions that undergo only resonant charge exchange, with a
constant mean free path lam, in a cold parent gas and a uniform field E, drift at
    v_d = sqrt(2 e E lam / (pi M)).
e: elementary charge, M: ion mass, a = e E / M: acceleration,
theta = k T / (e E lam): gas thermal energy over field energy per free path.
The simulation uses units in which a = 1, lam = 1 and M = 1, so that speeds are
in sqrt(a lam), times in sqrt(lam / a) and energies in e E lam.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erf


def drift_formula(field, path, mass):
    return np.sqrt(2 * const.e * field * path / (np.pi * mass))


# ---- Symbolic check of the steady velocity distribution ----
v, a, lam = sp.symbols("v a lam", positive=True)
f = sp.sqrt(2 / (sp.pi * a * lam)) * sp.exp(-v**2 / (2 * a * lam))
assert sp.simplify(a * sp.diff(f, v) + v * f / lam) == 0
assert sp.simplify(sp.integrate(f, (v, 0, sp.oo)) - 1) == 0
loss_rate = sp.integrate(v * f / lam, (v, 0, sp.oo))
assert sp.simplify(loss_rate - a * f.subs(v, 0)) == 0


# ---- Drift as mean displacement over mean duration of a flight ----
def flight_means(field, path, mass):
    """Integrate the motion and survival of one flight in SI units."""
    acc = const.e * field / mass
    t_end = 9 * np.sqrt(path / acc)

    def rhs(t, y):
        speed, survival = y[0], y[1]
        return [acc, -speed / path * survival, survival, speed * survival]

    sol = solve_ivp(rhs, (0, t_end), [0.0, 1.0, 0.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-18, max_step=t_end / 200)
    return sol.y[2, -1], sol.y[3, -1]  # mean duration, mean length


E_field = 1.0e4      # V/m, chosen
free_path = 0.5e-3   # m, chosen
T_gas = 300.0        # K, chosen
M_ion = const.physical_constants["alpha particle mass"][0] + const.m_e

for kE, kL, kM in [(1, 1, 1), (2, 1, 1), (1, 2, 1), (1, 1, 2)]:
    args = (kE * E_field, kL * free_path, kM * M_ion)
    duration, length = flight_means(*args)
    assert abs(length / args[1] - 1) < 1e-6
    assert abs(length / duration / drift_formula(*args) - 1) < 1e-6

mean_time, mean_length = flight_means(E_field, free_path, M_ion)
drift_integrated = mean_length / mean_time
time_2E, length_2E = flight_means(2 * E_field, free_path, M_ion)
drift_2E = length_2E / time_2E


# ---- Random simulation from the collision rule alone ----
def simulate(theta, seed, n_ions=20000, n_steps=900, n_skip=200, g_max=12.0):
    """Candidate collisions come at the constant rate g_max / lam and are
    accepted with probability g / g_max, g being the ion-atom relative speed.
    Candidates are Poisson in time, so averages over them are time averages."""
    rng = np.random.default_rng(seed)
    vel = np.zeros((3, n_ions))
    clock = np.zeros(n_ions)
    path = np.zeros(n_ions)
    sum_v = np.zeros(n_ions)
    sum_energy = 0.0
    slow = 0
    hits = 0
    flight = np.zeros(5)
    drift_scaled = np.sqrt(2 / np.pi)
    for step in range(n_steps):
        dt = rng.exponential(1 / g_max, n_ions)
        path += vel[0] * dt + dt**2 / 2
        clock += dt
        vel[0] += dt
        gas = np.sqrt(theta) * rng.standard_normal((3, n_ions))
        g = np.sqrt(((vel - gas)**2).sum(axis=0))
        assert g.max() < g_max
        hit = rng.random(n_ions) * g_max < g
        if step >= n_skip:
            sum_v += vel[0]
            sum_energy += (vel**2).sum() / 2
            slow += np.count_nonzero(vel[0] < drift_scaled)
            hits += np.count_nonzero(hit)
            vh = vel[:, hit]
            flight += [path[hit].sum(), np.count_nonzero(path[hit] > 1),
                       (path[hit] / clock[hit]).sum(), vh[0].sum(),
                       (vh**2).sum() / 2]
        vel[:, hit] = gas[:, hit]
        path[hit] = 0.0
        clock[hit] = 0.0
    n_rec = n_steps - n_skip
    per_ion = sum_v / n_rec
    flight /= hits
    return {"drift": per_ion.mean(),
            "error": per_ion.std(ddof=1) / np.sqrt(n_ions),
            "energy": sum_energy / (n_rec * n_ions),
            "slow": slow / (n_rec * n_ions),
            "path": flight[0], "long": flight[1], "equal_weight": flight[2],
            "impact_speed": flight[3], "impact_energy": flight[4]}


unit_drift = np.sqrt(2 / np.pi)
cold = simulate(0.0, seed=1)
assert abs(cold["drift"] - unit_drift) < 5 * cold["error"]
assert cold["error"] < 0.002
# Tolerances below cover the sampling noise of about a million flights.
assert abs(cold["path"] - 1) < 0.008
assert abs(cold["long"] - np.exp(-1)) < 0.004
assert abs(cold["slow"] - erf(1 / np.sqrt(np.pi))) < 0.004
assert abs(cold["energy"] - 0.5) < 0.005
assert abs(cold["impact_energy"] - 1) < 0.008
assert abs(cold["equal_weight"] / unit_drift - np.pi / 4) < 0.005
assert abs(cold["impact_speed"] / unit_drift - np.pi / 2) < 0.008

# ---- Effect of the thermal motion of the gas ----
energy_per_path = const.e * E_field * free_path
theta_example = const.k * T_gas / energy_per_path
thetas = [theta_example, 0.1, 1.0]
warm = [simulate(th, seed=10 + i) for i, th in enumerate(thetas)]
assert abs(warm[0]["drift"] / unit_drift - 1) < 0.05
assert cold["drift"] > warm[1]["drift"] + 5 * warm[1]["error"]
assert warm[1]["drift"] > warm[2]["drift"] + 5 * warm[2]["error"]

# ---- Worked example ----
v_d = drift_formula(E_field, free_path, M_ion)
eV = const.e
print("He+ in helium, chosen field and free path")
print(f"field E = {E_field / 1e3:.1f} kV/m")
print(f"mean free path = {free_path * 1e3:.2f} mm")
print(f"gas temperature = {T_gas:.0f} K")
print(f"ion mass M = {M_ion:.5e} kg")
print(f"acceleration eE/M = {const.e * E_field / M_ion:.4e} m/s^2")
print(f"drift velocity, formula = {v_d:.1f} m/s")
print(f"drift velocity, flight integration = {drift_integrated:.1f} m/s")
print(f"drift velocity in km/s = {v_d / 1e3:.3f} km/s")
print(f"mean free time = {mean_time * 1e9:.2f} ns")
print(f"drift velocity at doubled field = {drift_2E:.1f} m/s")
print(f"ratio doubled/original field = {drift_2E / drift_integrated:.4f}")
print(f"equal-weight flight average = {np.pi / 4 * v_d:.1f} m/s")
print(f"mean speed just before exchange = {np.pi / 2 * v_d:.1f} m/s")
print(f"energy eE*lambda = {energy_per_path / eV:.3f} eV")
print(f"mean energy of ions present = {energy_per_path / 2 / eV:.3f} eV")
print(f"drift energy M v_d^2/2 = {M_ion * v_d**2 / 2 / eV:.3f} eV")
print(f"gas thermal energy kT = {const.k * T_gas / eV:.5f} eV")
print(f"theta = kT/(eE*lambda) = {theta_example:.5f}")
print("Simulation, cold gas (scaled units, dimensionless)")
print(f"drift / formula = {cold['drift'] / unit_drift:.4f}"
      f" +- {cold['error'] / unit_drift:.4f}")
print(f"mean flight length / lambda = {cold['path']:.4f}")
print(f"share of flights longer than lambda = {cold['long']:.4f}")
print(f"share of ions slower than v_d, simulated = {cold['slow']:.4f}")
print(f"share slower than v_d, half-Gaussian = {erf(1 / np.sqrt(np.pi)):.4f}")
print(f"mean ion energy / (eE*lambda) = {cold['energy']:.4f}")
print(f"mean energy at exchange / (eE*lambda) = {cold['impact_energy']:.4f}")
print(f"equal-weight average / v_d = {cold['equal_weight'] / unit_drift:.4f}")
print(f"speed before exchange / v_d = {cold['impact_speed'] / unit_drift:.4f}")
print("Simulation, thermal gas: drift / cold-gas formula (dimensionless)")
for th, res in zip(thetas, warm):
    print(f"theta = {th:.5f}: {res['drift'] / unit_drift:.4f}"
          f" +- {res['error'] / unit_drift:.4f}")
print("every check passed")
```

Output:

```
He+ in helium, chosen field and free path
field E = 10.0 kV/m
mean free path = 0.50 mm
gas temperature = 300 K
ion mass M = 6.64557e-27 kg
acceleration eE/M = 2.4109e+11 m/s^2
drift velocity, formula = 8760.2 m/s
drift velocity, flight integration = 8760.2 m/s
drift velocity in km/s = 8.760 km/s
mean free time = 57.08 ns
drift velocity at doubled field = 12388.8 m/s
ratio doubled/original field = 1.4142
equal-weight flight average = 6880.2 m/s
mean speed just before exchange = 13760.5 m/s
energy eE*lambda = 5.000 eV
mean energy of ions present = 2.500 eV
drift energy M v_d^2/2 = 1.592 eV
gas thermal energy kT = 0.02585 eV
theta = kT/(eE*lambda) = 0.00517
Simulation, cold gas (scaled units, dimensionless)
drift / formula = 1.0004 +- 0.0005
mean flight length / lambda = 1.0004
share of flights longer than lambda = 0.3684
share of ions slower than v_d, simulated = 0.5750
share slower than v_d, half-Gaussian = 0.5751
mean ion energy / (eE*lambda) = 0.5004
mean energy at exchange / (eE*lambda) = 1.0004
equal-weight average / v_d = 0.7855
speed before exchange / v_d = 1.5710
Simulation, thermal gas: drift / cold-gas formula (dimensionless)
theta = 0.00517: 0.9863 +- 0.0005
theta = 0.10000: 0.8273 +- 0.0006
theta = 1.00000: 0.4128 +- 0.0009
every check passed
```
